# Airy contact currents and the interface resonances that WKB misses

Suppose that the leakage of a metal–insulator–metal contact a few nanometres thick is to be fitted to obtain the barrier height of its insulator. If the computed current is wrong by a factor of three at one bias and almost right at another, the fit will move the barrier to repair a fault in the transmission. In the example below, lowering the barrier by 0.10 eV multiplies the current by 3.7 at 4.39 V, while plain WKB with the correct electron supply is low there by a factor of 2.8. In this model, fitting plain WKB to the correct current at that bias lowers the barrier by about 0.07 eV, through the error of the transmission formula alone.

## The model and its naive evaluation

Two identical metals enclose an insulator of thickness \(d\). Energies are measured from the emitter Fermi level. The metals have electron mass 1 and band bottoms at \(-E_F\) and \(-E_F-V\); the insulator has mass \(m\) and conduction-band edge

\[
U(z)=\phi-Fz,\qquad F=V/d,\qquad 0<z<d .
\]

Atomic units are used in the algebra, and \(V\) also denotes the energy drop of an electron. Transport is elastic, the parallel momentum \(k\) is conserved, and \(\psi\) and \(\psi'/\text{mass}\) are continuous. \(J\) is the magnitude of the current density.

The naive scheme multiplies the metal's electron supply by

\[
T_{\rm WKB}=e^{-2S},\qquad S=\int_{U>W}\sqrt{2m(U-W)}\,dz ,
\]

where \(W\) is the energy of motion along \(z\). Two things go wrong: the supply carries the wrong mass, and the exponential knows nothing of reflection at the metal interfaces.

## Repairing the supply

Counting both spins, the current is

\[
J=2\int\!\frac{d^2k}{(2\pi)^2}\int\!\frac{dk_z}{2\pi}\,v_z\,T\,(f_L-f_R).
\]

At fixed \(k\), \(v_z\,dk_z=dE\). With \(f(E)=1/(1+e^{E/k_BT_e})\), where \(T_e\) is the temperature, the occupations are \(f_L=f(E)\) and \(f_R=f(E+V)\).

In the insulator the wave equation contains \(E\) and \(k\) only through

\[
W=E-\frac{k^2}{2m}.
\]

In the emitter, the kinetic energy along \(z\) is

\[
E+E_F-\frac{k^2}{2}=W+E_F+\frac{k^2}{2}\left(\frac1m-1\right).
\]

The last term vanishes for equal masses. For a deep metal band it changes the interface velocities only slightly, because tunnelling favours small \(k\). Dropping it makes \(T\) a function of \(W\) alone.

Now put \(\varepsilon=k^2/2m\). Then \(d^2k/(2\pi)^2=m\,d\varepsilon/(2\pi)\), and the factors combine to \(2\cdot m/(2\pi)\cdot1/(2\pi)=m/(2\pi^2)\). Since

\[
\int_0^\infty f(W+\varepsilon)\,d\varepsilon
=k_BT_e\ln(1+e^{-W/k_BT_e}),
\]

the Tsu–Esaki current is

\[
J=\frac{m}{2\pi^2}\int dW\,T(W)\,k_BT_e
\ln\frac{1+e^{-W/k_BT_e}}{1+e^{-(W+V)/k_BT_e}} .
\]

The prefactor contains the insulator mass. For the example at 4.3 V, direct integration over \(E\) and \(k\), with the metal mass kept in the metals, gives 0.9997 of this reduced current. Putting the metal mass in the prefactor would overestimate the full current by a factor of 2.5, essentially \(1/m\) for \(m=0.4\).

## Repairing the transmission

Divide the barrier into linear segments. In a segment of slope \(U'\), define

\[
c=\operatorname{sgn}(U')(2m|U'|)^{1/3},\qquad
s=\frac{2m(U-W)}{c^2}.
\]

Because \(2mU'=c^3\), \(ds/dz=c\). The equation \(\psi''=2m(U-W)\psi\) becomes \(\psi_{ss}=s\psi\), with solutions \(\mathrm{Ai}(s)\) and \(\mathrm{Bi}(s)\).

Write \(\psi=\alpha\mathrm{Ai}+\beta\mathrm{Bi}\) and \(\chi=\psi'/m\), so that \(\psi_s=m\chi/c\). The Wronskian \(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi\) gives, at the left end \(a\),

\[
\alpha=\pi(\mathrm{Bi}'_a\psi_a-\mathrm{Bi}_a\psi_{s,a}),\qquad
\beta=\pi(\mathrm{Ai}_a\psi_{s,a}-\mathrm{Ai}'_a\psi_a).
\]

Evaluating the same solution at the right end \(b\) gives a matrix \(M\) that carries \((\psi,\chi)\) from \(a\) to \(b\):

\[
\begin{aligned}
M_{11}&=\pi(\mathrm{Ai}_b\mathrm{Bi}'_a-\mathrm{Bi}_b\mathrm{Ai}'_a),\\
M_{12}&=\pi(m/c)(\mathrm{Bi}_b\mathrm{Ai}_a-\mathrm{Ai}_b\mathrm{Bi}_a),\\
M_{21}&=\pi(c/m)(\mathrm{Ai}'_b\mathrm{Bi}'_a-\mathrm{Bi}'_b\mathrm{Ai}'_a),\\
M_{22}&=\pi(\mathrm{Bi}'_b\mathrm{Ai}_a-\mathrm{Ai}'_b\mathrm{Bi}_a).
\end{aligned}
\]

Its determinant is one, because \(\psi_1\chi_2-\psi_2\chi_1\) is constant for any two solutions. Segment matrices multiply, with later segments on the left.

For large positive \(s\), Ai and Bi contain \(e^{-\zeta}\) and \(e^{\zeta}\), with \(\zeta=2s^{3/2}/3\). Each product above pairs one Ai with one Bi, so only \(e^{\pm(\zeta_b-\zeta_a)}\) is needed. Storing the functions without their exponentials prevents needless overflow.

At the collector, take an outgoing wave with \(\psi=1\) and \(\chi=iv_R\). Inverting the unit-determinant matrix gives, at the emitter,

\[
\psi_0=M_{22}-iv_RM_{12},\qquad
\chi_0=-M_{21}+iv_RM_{11}.
\]

If the emitter wave has incident amplitude \(A\) and reflected amplitude \(B\), then \(\psi_0=A+B\) and \(\chi_0=iv_L(A-B)\). Hence \(2A=\psi_0+\chi_0/(iv_L)\). The transmitted flux divided by the incident flux, \(v_R/(v_L|A|^2)\), is

\[
T=\frac{4v_R/v_L}
{\left(M_{22}+\frac{v_R}{v_L}M_{11}\right)^2+
\left(\frac{M_{21}}{v_L}-v_RM_{12}\right)^2}.
\]

This includes all coherent reflections in the piecewise-linear model. It was tested against direct integration of the wave equation at 4.3 V, for \(W=-0.3\), 0 and 0.2 eV, with a charged sheet putting a kink in the barrier. The largest relative difference was \(2\times10^{-10}\).

## What WKB has left out

For the uniform field, let \(q=(2mF)^{1/3}\), so \(c=-q\). When \(V>\phi-W\), the electron leaves the barrier at \(z_t=(\phi-W)/F\), before it reaches the collector. The Airy arguments at the two interfaces are

\[
s_0=\frac{q(\phi-W)}F,\qquad
-\eta=-\frac{q(V-\phi+W)}F .
\]

Set \(g_{L,R}=mv_{L,R}/q\). At the collector, \(\psi_s=-ig_R\), so the Bi coefficient is

\[
\beta=-\pi[\mathrm{Ai}'(-\eta)+ig_R\mathrm{Ai}(-\eta)].
\]

In a thick barrier, Bi dominates at the emitter. There \(\psi_0=\beta\mathrm{Bi}(s_0)\) and \(\chi_0=-(q/m)\beta\mathrm{Bi}'(s_0)\), which gives

\[
|2A|^2=|\beta|^2\left[\mathrm{Bi}^2(s_0)+
\frac{\mathrm{Bi}'^2(s_0)}{g_L^2}\right].
\]

Since \(T=4v_R/(v_L|2A|^2)\) and \(v_R/v_L=g_R/g_L\),

\[
T\simeq
\underbrace{\frac{4g_L}{\pi[g_L^2\mathrm{Bi}^2+\mathrm{Bi}'^2]_{s_0}}}_{\text{entry and decay}}
\underbrace{\frac{g_R}{\pi[\mathrm{Ai}'^2+g_R^2\mathrm{Ai}^2]_{-\eta}}}_{G}.
\]

For the first factor use \(\mathrm{Bi}\simeq e^{\zeta}/(\sqrt\pi s_0^{1/4})\) and \(\mathrm{Bi}'\simeq s_0^{1/4}e^{\zeta}/\sqrt\pi\). Here \(\zeta=2s_0^{3/2}/3=2\sqrt{2m}(\phi-W)^{3/2}/(3F)=S\). The factor becomes

\[
\frac{4g_Le^{-2S}}{g_L^2/\sqrt{s_0}+\sqrt{s_0}}
=e^{-2S}\frac{4\sigma}{1+\sigma^2},\qquad
\sigma=\frac{g_L}{\sqrt{s_0}}=\frac{v_L}{\kappa_0/m},
\]

with \(\kappa_0=\sqrt{2m(\phi-W)}\). This entry correction varies smoothly.

For the exit factor, put \(\theta=2\eta^{3/2}/3+\pi/4\). The asymptotic forms are \(\mathrm{Ai}(-\eta)\simeq\sin\theta/(\sqrt\pi\eta^{1/4})\) and \(\mathrm{Ai}'(-\eta)\simeq-\eta^{1/4}\cos\theta/\sqrt\pi\). Thus

\[
G\simeq\frac1{\rho^{-1}\cos^2\theta+\rho\sin^2\theta},
\qquad \rho=\frac{g_R}{\sqrt\eta}=\frac{v_R}{v_{\rm ox}},
\]

where \(v_{\rm ox}\) is the velocity in the insulator just before the collector. The factor swings between \(\rho\) and \(1/\rho\). With \(r=(\rho-1)/(\rho+1)\), it can be rewritten as

\[
G\simeq\frac{1-r^2}{1+r^2-2r\cos2\theta}
=1+2\sum_{n=1}^{\infty}r^n\cos(2n\theta).
\]

Its average over a full phase cycle at fixed \(\rho\) is one. WKB with the entry factor thus has the right phase mean in this asymptotic regime, but misses the interference among waves reflected repeatedly between the collector and the turning point.

The positions of the extremes do not need the asymptotic form. For \(D=\mathrm{Ai}'^2(-\eta)+g_R^2\mathrm{Ai}^2(-\eta)\) at fixed \(g_R\), the Airy equation gives

\[
\frac{dD}{d\eta}=2(\eta-g_R^2)\,\mathrm{Ai}(-\eta)\mathrm{Ai}'(-\eta).
\]

When the metal velocity is larger, \(g_R^2>\eta\). Then \(D\) is smallest, and \(G\) largest, at zeros of Ai; zeros of \(\mathrm{Ai}'\) give the minima of \(G\). If \(a_n\) is the \(n\)th zero of Ai and \(\overline W\) the mean emission energy, the resonance biases are estimated by

\[
V-\phi+\overline W=|a_n|\frac Fq
=|a_n|\left(\frac{F^2}{2m}\right)^{1/3}.
\]

## The other regime: direct tunnelling

If \(V<\phi-W\), the electron is still under the barrier at the collector. Let \(\kappa_d\) be its decay constant there and \(\sigma_R=mv_R/\kappa_d\). A decaying wave of unit amplitude and a reflected growing wave \(b\) meet the transmitted wave \(t\):

\[
1+b=t,\qquad -(\kappa_d/m)(1-b)=iv_Rt .
\]

The second equation is \(1-b=-i\sigma_Rt\). Adding the first gives \(2=t(1-i\sigma_R)\), so \(|t|^2=4/(1+\sigma_R^2)\).

At the emitter, a decaying wave \(C\) has \(\chi_0=-(\kappa_0/m)C\). Hence \(2A=C(1+i/\sigma)\) and \(|C/A|^2=4\sigma^2/(1+\sigma^2)\). Between the interfaces, the WKB intensity changes by \((\kappa_0/\kappa_d)e^{-2S}\). Multiplying these three factors by \(v_R/v_L\) yields

\[
T\simeq e^{-2S}\frac{4\sigma}{1+\sigma^2}
\frac{4\sigma_R}{1+\sigma_R^2}.
\]

There is no travelling wave in front of the collector, and no oscillating phase. Near \(V=\phi-W\), however, \(\kappa_d\) tends to zero and this formula fails, as does the asymptotic \(G\) from the other side. The Airy matrix covers the crossover.

## The resulting scheme

1. Build the barrier from linear segments and compute \(T(W)\) with scaled Airy matrices.
2. Integrate it against the supply that carries the insulator mass.
3. Compute a second current from \(e^{-2S}\) times the entry factor.
4. Above the direct-tunnelling regime, plot the ratio of the two currents against bias. Compare its extremes with the zeros of Ai and \(\mathrm{Ai}'\).
5. For a curved barrier, refine the segments until the current settles.

Dividing by the entry-corrected current matters: a ratio to plain WKB would mix the smooth entry error with the resonance.

## An aluminium–alumina–aluminium contact

Take \(d=60\) Å (6.0 nm), \(\phi=2.8\) eV, \(m=0.4\), \(E_F=11.7\) eV and 300 K. These are rough values for aluminium and amorphous alumina. All the WKB currents below use the repaired supply, with the insulator mass, so they differ from the Airy current only in the transmission. The ratio in the last column is Airy to entry-corrected WKB.

| Bias (V) | Airy \(J\) (A/cm²) | Plain WKB \(J\) | Ratio |
|---|---:|---:|---:|
| 3.61 | \(2.46\times10^{-7}\) | \(7.04\times10^{-8}\) | 1.80 |
| 4.02 | \(2.74\times10^{-6}\) | \(2.48\times10^{-6}\) | 0.57 |
| 4.39 | \(9.90\times10^{-5}\) | \(3.57\times10^{-5}\) | 1.42 |

The current itself rises throughout these three points; the peaks and valley belong to the ratio. For the second peak, the predicted bias is 4.42 V, where \(F=0.0737\) eV/Å. With \(\hbar^2/m_e=7.62\) eV Å²,

\[
\left(\frac{0.0737^2\times7.62}{2\times0.4}\right)^{1/3}
\simeq0.373\ \text{eV}.
\]

The second zero has magnitude 4.088, and \(\overline W=-0.095\) eV. The condition gives \(2.8+0.095+4.088\times0.373\simeq4.42\) V, against 4.39 V from the current. The first peak is predicted at 3.63 V and the valley at 4.02 V.

The entry factor explains why plain WKB looks good in the valley. At \(W=-0.095\) eV,

\[
\sigma=\sqrt{\frac{0.4(11.7-0.095)}{2.8+0.095}}\simeq1.27,
\qquad \frac{4\sigma}{1+\sigma^2}\simeq1.95 .
\]

In the valley this missing increase nearly cancels the missing exit factor of 0.57, leaving a ratio of 1.11. At the peaks the two omissions reinforce each other, and plain WKB is low by factors of 3.5 and 2.8. Agreement at one bias therefore does not validate it at another. The two faults of the naive scheme can also hide each other. With the metal mass in the supply, plain WKB gives \(2.5\times3.57\times10^{-5}\simeq8.9\times10^{-5}\) A/cm² at 4.39 V, only 10% low, but it is 2.3 times too high at 4.02 V.

Near the second peak, the single-energy gain could be as large as about

\[
\rho=\sqrt{\frac{0.4(4.39+11.7-0.095)}{4.39-2.8-0.095}}\simeq2.07,
\]

but the current ratio reaches 1.42. The ratio is closely the average of \(G\) over the entry-corrected WKB emission, whose energy spread is about 0.11 eV. The emitted electrons, already filtered by the resonance, have a spread of 0.08 eV. Since \(d(2\theta)/dW=2\sqrt\eta\,q/F\simeq11\) rad/eV here, the wider spread covers a little over 1 rad of phase and smears the resonance.

A control identifies the collector step as the cause. Replace the collector by one whose velocity matches that in the insulator at the exit, keeping the emitter and barrier fixed. The three ratios then become 0.98, 1.00 and 1.00. The large oscillation has gone, and between these biases a ripple of about 3% remains, since the field still ends abruptly at the collector. In direct tunnelling, the Airy current divided by the two-interface WKB current is 1.001 at 1 V and 1.015 at 2 V.

## How far the numbers carry to a device

The film is only 6 nm thick, and the second peak lies at 7.3 MV/cm, close to a rough breakdown field of 8 MV/cm. Real alumina also conducts through traps. That channel is absent here and may dominate, especially at 1 V, where the coherent current is only \(5\times10^{-18}\) A/cm². These values should not be read as predictions of total leakage.

Other omissions can be sized at 4.39 V, changing one item at a time:

- Image forces, with a fast permittivity of 3, raise the current 6.5 times. They also reduce the contrast between the first peak and the valley after it, measured relative to plain WKB for the same barrier, from 3.2 to 2.7. Both figures are for an image well cut off at the metal band bottom; a cutoff at the Fermi level gives about 4.7 and 2.1.
- A two-band dispersion with a 6.5 eV gap and the same band-edge mass raises the WKB exponential about 50 times at \(W=0\). A mass fitted with parabolic bands cannot be transferred to that dispersion unchanged.
- A Gaussian thickness spread of 2 Å raises the mean current 1.5 times. A central sheet of \(10^{12}\) negative charges per cm² lowers it to 0.74 of its value, with a static permittivity of 9. Heating to 358 K raises it by 9%.
- A Thomas–Fermi estimate puts a further 0.32 V across each metal surface. At fixed drop across the insulator, the applied bias would be larger by about 0.64 V. The drop in the emitter would also lower the barrier by 0.32 eV relative to the emitter Fermi level, which by the barrier sensitivity given at the start raises the current by more than a factor of ten. At fixed applied bias, the smaller drop across the insulator works against this increase.

Scattering threatens the resonance itself. Beyond the turning point, the electron travels \(L=20.4\) Å to the collector. If \(\lambda\) is the mean free path for intensity, the amplitude surviving a round trip is \(e^{-2L/(2\lambda)}=e^{-L/\lambda}\). A Lorentzian spread of the phase \(2\theta\), with half-width at half maximum \(L/\lambda\), has the same effect on the series for \(G\): it replaces \(r\) by \(re^{-L/\lambda}\) and preserves the mean of one.

For an assumed \(\lambda=10\) Å, \(r\) falls from 0.348 to 0.045, and the single-energy gain from 2.07 to \((1+0.045)/(1-0.045)\simeq1.09\). In such a film the entry-corrected WKB current would be the better simple description near and above the second peak, and a pronounced feature there would need another explanation. At lower bias the path is shorter. At the first peak \(L\simeq12\) Å and \(\rho\simeq2.9\), so the same rule leaves \(r\simeq0.15\) and a gain of 1.35. Near 3.1 V, at the first zero of \(\mathrm{Ai}'\), the coherent ratio falls to 0.28 with \(L\) only about 5 Å, shorter than \(\lambda\), so that dip largely survives. In this 6 nm film, the second peak needs a mean free path well above 20 Å to be worth keeping in the fit. The insulator of a metal crossover in a display backplane is usually much thicker. At 100 nm and the same field, an energy spread of 0.08 eV covers about 6 rad of phase, so the resonances average out even without scattering and the entry-corrected WKB current suffices for this barrier model. That field needs 73 V and would carry an unscattered electron 70 eV above the band edge, where a parabolic band and elastic transport no longer describe the film, so the Airy treatment of the exit has no bearing on such a device. The numerical output below gives the remaining values.

## Computed results

```
Film thickness: 60.0 angstrom = 6.0 nm
Barrier, metal Fermi energy: 2.80, 11.70 eV
Insulator mass: 0.40 electron masses
Temperature: 300 K
Transfer-matrix/ODE largest relative error: 1.75e-10
Full/reduced current, actual masses: 0.99971
Metal-mass supply/full current: 2.501
Near/far asymptotic exit error: 0.038, 0.006
Phase mean of exit factor: 1.000000
Direct 1.0 V: Airy J = 4.743e-18 A/cm2
  Airy/two-interface WKB = 1.001
Direct 2.0 V: Airy J = 4.830e-15 A/cm2
  Airy/two-interface WKB = 1.015
Peak 1: 3.61 V, 6.02 MV/cm
  J Airy, plain WKB: 2.457e-07, 7.037e-08 A/cm2
  J entry-corrected WKB: 1.366e-07 A/cm2
  Airy/entry-corrected WKB: 1.798
Valley: 4.02 V, 6.70 MV/cm
  J Airy, plain WKB: 2.744e-06, 2.482e-06 A/cm2
  J entry-corrected WKB: 4.825e-06 A/cm2
  Airy/entry-corrected WKB: 0.569
Peak 2: 4.39 V, 7.32 MV/cm
  J Airy, plain WKB: 9.902e-05, 3.574e-05 A/cm2
  J entry-corrected WKB: 6.952e-05 A/cm2
  Airy/entry-corrected WKB: 1.424
Predicted peak biases: 3.626, 4.419 V
Predicted valley bias: 4.015 V
Matched-collector ratios: 0.983 1.002 0.995
Peak 2 WKB mean W: -0.095 eV
Peak 2 Airy emission spread: 0.080 eV
Peak 2 path beyond turning point: 20.43 angstrom
Peak 2 velocity ratio, reflection: 2.069, 0.348
Sensitivity at peak 2 (current ratios unless stated):
  Rough breakdown field: 8.0 MV/cm
  Image force, fast permittivity 3.0: 6.525
  Image current, coarse/fine grid: 1.0046
  Peak/later-min contrast, ideal: 3.159
  Same contrast with image force: 2.668
  Thickness spread 2.0 angstrom: 1.498
  Central negative traps 1.0e+12 cm^-2: 0.736
  Static permittivity used for traps: 9.0
  Barrier lower by 0.10 eV: 3.674
  Heating to 358 K: 1.087
  Two-band WKB, gap 6.5 eV: 49.901
  Screening drop per metal: 0.321 V
  Scattering path assumed: 10.0 angstrom
  Single-energy peak gain, coherent: 2.069
  Single-energy peak gain, damped: 1.095
```
